# Physical and Coupling-Averaged Exchange-Correlation Holes of the Uniform Electron Gas: a numerical check

```python
# Result under test (Hartree atomic units). g_lam = pair distribution for the
# interaction lam/r at fixed density n = 3/(4 pi rs^3); gbar = int_0^1 g_lam dlam;
# kF = 1/(alpha rs), y = kF r.  Claims:
#   g_lam(rs,y) = g(lam rs,y);   g = 1 + d[rs (gbar-1)]/drs at fixed y
#   same for S at fixed q/kF;    W = (1/rs) d(rs^2 eps)/drs
#   g_lam'(0) = lam g_lam(0);    gbar'(0) = gbar(0) - rs^-2 int_0^rs r' gbar(0;r') dr'
# Systems: (a) exact singlet pair on a 3-sphere, (b) RPA gas, (c) Overhauser model.
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
alpha = (4 / (9 * pi)) ** (1 / 3)
RS = 4.0

def gl(a, b, m):
    x, w = leg.leggauss(m)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2

def deriv(f, x, h=0.02):
    return (8 * (f(x + h) - f(x - h)) - (f(x + 2 * h) - f(x - 2 * h))) / (12 * h)

def show(label, value, unit=''):
    v = np.atleast_1d(value)
    print(label + ' = ' + ', '.join('%.6f' % a for a in v) + (' ' + unit if unit else ''))

# averaging rule for typical expansion terms
r_, l_ = sp.symbols('r l', positive=True)
for p in (1, 2, sp.Rational(-1, 2)):
    assert sp.simplify(sp.integrate((l_ * r_) ** p, (l_, 0, 1)) - r_ ** p / (p + 1)) == 0
avg = sp.integrate(sp.expand((l_ * r_) ** 2 * (sp.log(l_) + sp.log(r_))), (l_, 0, 1))
assert sp.simplify(avg - (r_ ** 2 * sp.log(r_) / 3 - r_ ** 2 / 9)) == 0

show('rs', RS, 'bohr'); show('alpha', alpha); show('kF', 1 / (alpha * RS), '1/bohr')

# ---------- (a) two electrons on a 3-sphere, rs = C R, chord u ----------
C = (3 * pi / 4) ** (1 / 3)
NB = 14
th, wth = gl(0, pi, 60)
lam_n, lam_w = gl(0, 1, 14)
DER = leg.legder(np.eye(NB))

def basis(u, R):
    x = u / R - 1
    return leg.legvander(x, NB - 1), leg.legval(x, DER).T / R

def sphere_var(rs, lam, u):
    # variational ground state; returns E, g(u), dg/du, <1/u>
    R = rs / C
    uq = 2 * R * np.sin(th / 2)
    B, D = basis(uq, R)
    w = wth * np.sin(th) ** 2
    S = B.T @ (w[:, None] * B)
    T = D.T @ ((w * np.cos(th / 2) ** 2)[:, None] * D)
    V = B.T @ ((w / uq)[:, None] * B)
    e, vec = eigh(T + lam * V, S)
    c = vec[:, 0]
    Bu, Du = basis(u, R)
    psi, dpsi = Bu @ c, Du @ c
    return e[0], pi / 4 * psi ** 2, pi / 2 * psi * dpsi, c @ V @ c

def sphere_bar(rs, u):
    out = [sphere_var(rs, l, u) for l in lam_n]
    return [sum(w * o[i] for w, o in zip(lam_w, out)) for i in (1, 2, 3)]

def sphere_shoot(rs, u=None):
    # lam = 1, chi = sin(theta) psi, chi(pi) = 0; returns E and g(u)
    R = rs / C
    t0 = 1e-3
    def run(E):
        a = [1.0, 0.5]
        for k in range(1, 6):
            a.append((a[k] + ((k - 1) * (k + 3) / (4 * R * R) - E) * a[k - 1]) / ((k + 1) * (k + 2)))
        u0 = 2 * R * np.sin(t0 / 2)
        ps = sum(a[k] * u0 ** k for k in range(7))
        dp = sum(k * a[k] * u0 ** (k - 1) for k in range(1, 7))
        y0 = [np.sin(t0) * ps, np.cos(t0) * ps + np.sin(t0) * R * np.cos(t0 / 2) * dp, t0 ** 3 / 3]
        f = lambda t, s: [s[1], (R / (2 * np.sin(t / 2)) - R * R * E - 1) * s[0], s[0] ** 2]
        return solve_ivp(f, (t0, pi), y0, method='DOP853', rtol=1e-11, atol=1e-14, dense_output=True)
    E = brentq(lambda e: run(e).y[0, -1], 1 / (2 * R), 1.001 * 8 / (3 * pi * R), xtol=1e-13)
    if u is None:
        return E
    sol = run(E)
    psi = np.array([1.0 if x == 0 else sol.sol(2 * np.arcsin(x / (2 * R)))[0]
                    / np.sin(2 * np.arcsin(x / (2 * R))) for x in u])
    return E, pi / 4 * psi ** 2 / sol.y[2, -1]

Y = np.array([0.0, 1.0, 2.0])
u_of = lambda rs: Y * alpha * rs
rs_ex = C * np.sqrt(10) / 2
Ex, gx, _, _ = sphere_var(rs_ex, 1.0, u_of(rs_ex))
assert abs(Ex - 0.5) < 1e-10 and abs(sphere_shoot(rs_ex) - 0.5) < 1e-9
assert np.allclose(gx / gx[0], (1 + u_of(rs_ex) / 2) ** 2, rtol=1e-7)
for lam in (0.3, 0.7):
    _, gv, dgv, _ = sphere_var(RS, lam, u_of(RS))
    assert np.allclose(gv, sphere_shoot(lam * RS, u_of(lam * RS))[1], atol=1e-7)
    assert abs(dgv[0] / gv[0] - lam) < 1e-6
E1, g1 = sphere_shoot(RS, u_of(RS))
gb, dgb, Ebar = sphere_bar(RS, u_of(RS))
g_rel = 1 + deriv(lambda r: r * (sphere_bar(r, u_of(r))[0] - 1), RS)
assert np.allclose(g_rel, g1, atol=1e-6)
assert np.max(np.abs(1 + (g_rel - 1) / RS - g1)) > 0.1
g_fix = deriv(lambda r: r * sphere_bar(r, u_of(RS))[0], RS)
assert abs(g_fix[1] - g1[1]) > 1e-2
assert np.allclose(g_fix + u_of(RS) * dgb, g1, atol=1e-6)
rp, wp = gl(0, RS, 12)
zero = np.array([0.0])
slope_f = gb[0] - sum(w * r * sphere_bar(r, zero)[0][0] for r, w in zip(rp, wp)) / RS ** 2
assert abs(slope_f - dgb[0]) < 1e-6
assert abs(Ebar - E1) < 1e-8
W1 = sphere_var(RS, 1.0, zero)[3]
assert abs(deriv(lambda r: r * r * sphere_shoot(r), RS) / RS - W1) < 1e-7
Fa = th / 2 - np.sin(2 * th) / 4
dphi = (4 / 3 * (1 - np.cos(th / 2) ** 3) - 8 / (3 * pi) * Fa) / np.sin(th) ** 2
a_pt = 2 * (2 / pi) * np.sum(wth * dphi * (pi / 2 - Fa)) / C
small = 1e-3
a_g = (1 - 2 * sphere_var(small, 1.0, zero)[1][0]) / small
gs, dgs, _ = sphere_bar(small, zero)
a_gb = (1 - 2 * gs[0]) / small
assert abs(a_g / a_pt - 1) < 5e-3 and abs(2 * a_gb / a_pt - 1) < 5e-3
assert abs(dgs[0] / gs[0] - 0.5) < 1e-3
print('-- 3-sphere pair, y = 0, 1, 2')
show('rs/R', C); show('R', RS / C, 'bohr')
show('closed-form point: rs, E', [rs_ex, Ex], '(bohr, Ha)')
show('g (shooting)', g1); show('gbar (variational)', gb)
show('1 + d[rs(gbar-1)]/drs, fixed y', g_rel)
show('d[rs gbar]/drs, fixed r', g_fix)
show("gbar'(0) direct, from on-top formula", [dgb[0], slope_f], '1/bohr')
show("H = gbar'(0)/gbar(0)", dgb[0] / gb[0], '1/bohr')
show('E, <1/u>', [E1, W1], 'Ha')
show('a perturbative; slopes of 2g(0), 2gbar(0) at rs=0.001', [a_pt, a_g, a_gb], '1/bohr')

# ---------- (b) RPA for the unpolarized gas, z = q/(2kF), nu = omega/(q kF) ----------
DT = 0.25
nu = np.exp(np.arange(-28, 28 + DT / 2, DT))
xq, wq = gl(0, 1, 16)

def F_quad(z, v, x=xq, w=wq):
    v2 = v[:, None] ** 2
    return 0.5 * ((1 - x * x) * (z * z - x * x + v2)
                  / (((z + x) ** 2 + v2) * ((z - x) ** 2 + v2))) @ w

def F_closed(z, v):
    return (0.5 + (1 - z * z + v * v) / (8 * z) * np.log1p(4 * z / ((z - 1) ** 2 + v * v))
            - v / 2 * (np.arctan((1 + z) / v) + np.arctan((1 - z) / v)))

def rpa(q, rs, lam=1.0):
    # returns S_c(lam), S(lam), Sbar_c, Sbar
    kF = 1 / (alpha * rs); n = 3 / (4 * pi * rs ** 3); z = q / (2 * kF); v = 4 * pi / q ** 2
    far = z * z + nu * nu > 16
    F = np.empty_like(nu)
    F[far] = F_quad(z, nu[far]); F[~far] = F_closed(z, nu[~far])
    chi = -kF / pi ** 2 * F
    a = -v * chi
    w = q * kF * nu * DT / (pi * n)
    lm = np.where(a < 1e-3, -a ** 2 / 2 + a ** 3 / 3 - a ** 4 / 4 + a ** 5 / 5, np.log1p(a) - a)
    return np.array([-w @ (lam * v * chi ** 2 / (1 + lam * a)), -w @ (chi / (1 + lam * a)),
                     w @ lm / v, w @ np.log1p(a) / v])

xf, wf = gl(0, 1, 200)
vt = np.array([0.3, 1.0, 3.0])
assert np.allclose(F_closed(0.6, vt), F_quad(0.6, vt, xf, wf), atol=1e-10)
kF = 1 / (alpha * RS); n0 = 3 / (4 * pi * RS ** 3); wpl = np.sqrt(4 * pi * n0)
assert abs(rpa(kF, RS, 0.0)[1] - (0.75 - 0.0625)) < 1e-8
S1 = rpa(kF, RS)
assert abs(sum(w * rpa(kF, RS, l)[1] for l, w in zip(*gl(0, 1, 20))) - S1[3]) < 1e-8
S_rel = deriv(lambda r: r * rpa(1 / (alpha * r), r)[3], RS)
S_fix = deriv(lambda r: r * rpa(kF, r)[3], RS)
assert abs(S_rel - S1[1]) < 1e-7 and abs(S_fix - S1[1]) > 0.1
qs = 2e-4 * kF; lo = rpa(qs, RS) / (qs ** 2 / (2 * wpl))
assert abs(lo[1] - 1) < 1e-3 and abs(lo[3] - 2) < 2e-3
ql = 100 * kF; hi = -rpa(ql, RS) * ql ** 4 / (8 * pi * n0)
assert abs(hi[0] - 1) < 1e-3 and abs(hi[2] - 0.5) < 1e-3
z1, w1 = gl(0, 1, 40); z2, w2 = gl(1, 3, 40); t3, w3 = gl(0, 1, 30)
zz = np.concatenate([z1, z2, 3 / t3]); ww = np.concatenate([w1, w2, 3 * w3 / t3 ** 2])

def rpa_int(rs):
    # returns W_c, eps_c, g(0), gbar(0)
    k = 1 / (alpha * rs)
    s = np.array([rpa(2 * k * z, rs) for z in zz])
    return np.array([2 * k / pi * ww @ s[:, 0], 2 * k / pi * ww @ s[:, 2],
                     0.5 + 12 * (ww * zz ** 2) @ s[:, 0], 0.5 + 12 * (ww * zz ** 2) @ s[:, 2]])

Wc, ec, g0r, gb0r = rpa_int(RS)
dd = deriv(lambda r: rpa_int(r)[[1, 3]] * np.array([r * r, r]), RS)
assert abs(dd[0] / RS - Wc) < 1e-7 and abs(dd[1] - g0r) < 1e-6 and g0r < 0
exc, vxc = libxc.eval_xc('LDA_C_PW_RPA', np.array([n0]), spin=0, deriv=1)[:2]
e_pw = float(np.ravel(exc)[0]); W_pw = 5 * e_pw - 3 * float(np.ravel(vxc[0])[0])
# tolerances reflect that the libxc form is a fit to RPA values
assert abs(ec - e_pw) < 5e-4 and abs(Wc - W_pw) < 1e-3
print('-- RPA')
show('n', n0, '1/bohr^3'); show('omega_p', wpl, 'Ha')
show('S, Sbar at q = kF', [S1[1], S1[3]])
show('d[rs Sbar]/drs at fixed q/kF, at fixed q', [S_rel, S_fix])
show('S, Sbar over q^2/(2 omega_p) at q = 0.0002 kF', [lo[1], lo[3]])
show('-q^4 (S_c, Sbar_c)/(8 pi n) at q = 100 kF', [hi[0], hi[2]], '1/bohr')
show('g(0), gbar(0)', [g0r, gb0r])
show('eps_c, W_c from Sbar, S', [ec, Wc], 'Ha'); show('eps_c, W_c', [ec * EV, Wc * EV], 'eV')
show('eps_c, W_c libxc PW-RPA', [e_pw, W_pw], 'Ha')

# ---------- (c) Overhauser model, on-top value g(0) = g_updown(0)/2 ----------
xk, wk = gl(0, 1, 10)
pk = wk * (24 * xk ** 2 - 36 * xk ** 3 + 12 * xk ** 5)
assert abs(pk.sum() - 1) < 1e-12

def ov_ode(rs, lams):
    k = np.tile(xk / (alpha * rs), len(lams)); l = np.repeat(lams, len(xk)); m = len(k)
    r0 = 1e-6
    f = lambda r, s: np.concatenate(
        [s[m:], (l * (1 / r - 1.5 / rs + r * r / (2 * rs ** 3)) - k * k) * s[:m]])
    s = solve_ivp(f, (r0, rs), np.concatenate([r0 + l * r0 ** 2 / 2, 1 + l * r0]),
                  method='DOP853', rtol=1e-11, atol=1e-14).y[:, -1]
    return 0.5 * (1 / (k * k * s[:m] ** 2 + s[m:] ** 2)).reshape(len(lams), -1) @ pk

def ov_series(rs):
    # lam = 1; t[m] = c_m rs^m for u = sum c_m r^m, c_1 = 1
    k = xk / (alpha * rs)
    t = [0 * k, rs + 0 * k]
    for m in range(80):
        back = t[m - 2] if m >= 2 else 0 * k
        t.append((rs * t[m + 1] - (1.5 * rs + (k * rs) ** 2) * t[m] + 0.5 * rs * back)
                 / ((m + 1) * (m + 2)))
    u = sum(t); du = sum(m * t[m] for m in range(len(t))) / rs
    return 0.5 * pk @ (1 / (k * k * u * u + du * du))

def ov_bar(rs, m=24):
    t, w = gl(0, 1, m)
    g = ov_ode(rs, t * t)
    return np.array([(2 * t * w) @ g, (2 * t ** 3 * w) @ g])

g0 = ov_series(RS); gb0, sl = ov_bar(RS)
dgb0 = deriv(lambda r: ov_bar(r)[0], RS)
assert abs(gb0 + RS * dgb0 - g0) < 1e-6
assert abs(ov_ode(RS, np.array([0.5]))[0] - ov_series(RS / 2)) < 1e-8
bar_series = lambda r: sum(w * ov_series(x) for x, w in zip(*gl(0, r, 14))) / r
I1 = sum(w * r * bar_series(r) for r, w in zip(rp, wp))
assert abs(bar_series(RS) - I1 / RS ** 2 - sl) < 1e-7
a_o = (1 - 2 * ov_series(small)) / small
bs = ov_bar(small)
assert abs(2 * (1 - 2 * bs[0]) / small / a_o - 1) < 5e-3 and abs(bs[1] / bs[0] - 0.5) < 1e-3
AB = [ov_bar(r, 40) * np.array([r, r * r]) for r in (100.0, 200.0)]
assert np.allclose(AB[0], AB[1], rtol=1e-4)
g100 = ov_ode(100.0, np.array([1.0]))[0]
assert g100 * 100.0 ** 2 < 1e-3
print('-- Overhauser model')
show('g(0) at rs = 1, 2, 3, 4', [ov_series(r) for r in (1.0, 2.0, 3.0, 4.0)])
show('gbar(0), rs dgbar(0)/drs, their sum', [gb0, RS * dgb0, gb0 + RS * dgb0])
show("g'(0) = g(0), gbar'(0)", [g0, sl], '1/bohr')
show("g'(0), gbar'(0)", [g0 / ANG, sl / ANG], '1/angstrom')
show("int_0^rs r' gbar(0;r') dr' / rs^2", I1 / RS ** 2)
show('H at rs = 4, at rs = 0.001', [sl / gb0, bs[1] / bs[0]], '1/bohr')
show('slopes of 2g(0), 2gbar(0) at rs=0.001', [a_o, (1 - 2 * bs[0]) / small], '1/bohr')
show('rs gbar(0) at rs = 4, 100, 200', [RS * gb0, AB[0][0], AB[1][0]], 'bohr')
show("rs^2 gbar'(0) at rs = 4, 100, 200", [RS ** 2 * sl, AB[0][1], AB[1][1]], 'bohr')
show('rs H at rs = 200 (B/A)', AB[1][1] / AB[1][0])
print('g(0), gbar(0) at rs = 100: %.2e, %.2e' % (g100, AB[0][0] / 100))
print('every check passed')
```

It prints:

```
rs = 4.000000 bohr
alpha = 0.521062
kF = 0.479790 1/bohr
-- 3-sphere pair, y = 0, 1, 2
rs/R = 1.330670
R = 3.006004 bohr
closed-form point: rs, E = 2.103974, 0.500000 (bohr, Ha)
g (shooting) = 0.034277, 0.167682, 0.477361
gbar (variational) = 0.166440, 0.297840, 0.496711
1 + d[rs(gbar-1)]/drs, fixed y = 0.034277, 0.167682, 0.477361
d[rs gbar]/drs, fixed r = 0.034277, 0.005125, 0.001900
gbar'(0) direct, from on-top formula = 0.049354, 0.049354 1/bohr
H = gbar'(0)/gbar(0) = 0.296530 1/bohr
E, <1/u> = 0.251819, 0.232228 Ha
a perturbative; slopes of 2g(0), 2gbar(0) at rs=0.001 = 0.744210, 0.743914, 0.372006 1/bohr
-- RPA
n = 0.003730 1/bohr^3
omega_p = 0.216506 Ha
S, Sbar at q = kF = 0.410846, 0.512619
d[rs Sbar]/drs at fixed q/kF, at fixed q = 0.410846, 1.065547
S, Sbar over q^2/(2 omega_p) at q = 0.0002 kF = 1.000000, 1.999698
-q^4 (S_c, Sbar_c)/(8 pi n) at q = 100 kF = 1.000040, 0.500020 1/bohr
g(0), gbar(0) = -1.599015, -0.625608
eps_c, W_c from Sbar, S = -0.046806, -0.073619 Ha
eps_c, W_c = -1.273644, -2.003280 eV
eps_c, W_c libxc PW-RPA = -0.046827, -0.073671 Ha
-- Overhauser model
g(0) at rs = 1, 2, 3, 4 = 0.259581, 0.143736, 0.083676, 0.050695
gbar(0), rs dgbar(0)/drs, their sum = 0.183954, -0.133259, 0.050695
g'(0) = g(0), gbar'(0) = 0.050695, 0.058998 1/bohr
g'(0), gbar'(0) = 0.095800, 0.111489 1/angstrom
int_0^rs r' gbar(0;r') dr' / rs^2 = 0.124956
H at rs = 4, at rs = 0.001 = 0.320720, 0.499942 1/bohr
slopes of 2g(0), 2gbar(0) at rs=0.001 = 0.693718, 0.348012 1/bohr
rs gbar(0) at rs = 4, 100, 200 = 0.735815, 0.855206, 0.855206 bohr
rs^2 gbar'(0) at rs = 4, 100, 200 = 0.943962, 1.741320, 1.741320 bohr
rs H at rs = 200 (B/A) = 2.036141
g(0), gbar(0) at rs = 100: 1.32e-10, 8.55e-03
every check passed
```
